**Pulay mixing: the bordered system tested on an aluminium atom**

The program tests that the weights c minimizing ‖Σ c_i R_i‖² under Σ c_i = 1 solve Bc = λ1 together with the unit-sum condition. Here R_i is the output density minus the input density, B_ij = ⟨R_i, R_j⟩ is their inner product, and λ is the minimum squared norm. For an all-electron LDA aluminium atom, it asserts that the weights agree with a least-squares solution that never forms B, and that R̄ = Σ c_i R_i has the inner product λ with every R_i. It also asserts that the error of the predicted residual is of second order for unit-sum weights, and that it does not vanish when the weights sum to 0.9. An affine model in three dimensions tests the rank conditions and the recovery of the fixed point from four points. In the output, the predicted residual norm is 5.87×10⁻⁵ hartree^½ and the true one 7.69×10⁻⁵ hartree^½. With a mixing step of 0.3, linear mixing needs 20 evaluations and Pulay mixing 6; with 0.7 the counts are 8 and 5.

## Numerical check

```python
"""
Result under test: the coefficients c that minimize |sum_i c_i R_i|^2 with
sum_i c_i = 1 solve the bordered system
    [[B, -1], [-1^T, 0]] (c, lam) = (0, -1),   B_ij = <R_i, R_j>,
and lam is the minimum squared norm.
R_i = F[n_i] - n_i : residual of trial density n_i under the Kohn-Sham map F
<R, R'>            : Coulomb inner product of two residual densities (hartree)
alpha              : step along the combined residual in the density update
Example: free Al atom, spin-restricted spherical LDA, Hartree atomic units.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, dft


def bordered_matrix(gram):
    m = len(gram)
    matrix = -np.ones((m + 1, m + 1))
    matrix[:m, :m] = gram
    matrix[m, m] = 0.0
    return matrix


def pulay_coefficients(gram):
    """Solve the bordered system; scaling the Gram matrix leaves c unchanged."""
    m = len(gram)
    scale = np.max(np.diag(gram))
    rhs = np.zeros(m + 1)
    rhs[m] = -1.0
    solution = np.linalg.solve(bordered_matrix(gram / scale), rhs)
    return solution[:m], solution[m] * scale


def combine(weights, items):
    return sum(w * x for w, x in zip(weights, items))


# ---------- affine residual in three dimensions: rank and exactness ----------
A = np.array([[2.0, 0.5, 0.0], [0.5, 1.5, 0.3], [0.0, 0.3, 1.0]])
b = np.array([1.0, 2.0, 3.0])


def affine_residual(x):
    return b - A @ x


def affine_gram(points):
    res = np.array([affine_residual(x) for x in points])
    return res @ res.T


points = [np.zeros(3), 0.3 * b]
ranks = {}
for step in (0.0, 0.3):
    c_two, _ = pulay_coefficients(affine_gram(points))
    x_bar = combine(c_two, points)
    trial = points + [x_bar + step * affine_residual(x_bar)]
    ranks[step] = np.linalg.matrix_rank(
        bordered_matrix(affine_gram(trial)), tol=1e-10)
assert ranks[0.0] == 3 and ranks[0.3] == 4
points = trial
c_three, _ = pulay_coefficients(affine_gram(points))
x_bar = combine(c_three, points)
points = points + [x_bar + 0.3 * affine_residual(x_bar)]
gram_four = affine_gram(points)
rank_gram_four = np.linalg.matrix_rank(gram_four, tol=1e-10)
rank_bordered_four = np.linalg.matrix_rank(bordered_matrix(gram_four), tol=1e-10)
assert rank_gram_four == 3 and rank_bordered_four == 5
c_four, _ = pulay_coefficients(gram_four)
affine_error = np.linalg.norm(combine(c_four, points) - np.linalg.solve(A, b))
assert affine_error < 1e-6

# ---------- Kohn-Sham map of the aluminium atom ----------
mol = gto.M(atom="Al 0 0 0", basis="def2-tzvp", spin=1, verbose=0)
nao = mol.nao_nr()
overlap = mol.intor("int1e_ovlp")
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
coulomb = mol.intor("int2e").reshape(nao * nao, nao * nao)
numint = dft.numint.NumInt()
occupations = np.array([2.0] * 6 + [1.0 / 3.0] * 3)


def make_grid(level):
    grid = dft.gen_grid.Grids(mol)
    grid.level = level
    grid.build()
    return grid


grid_main = make_grid(2)


def fock_and_energy(D, grid=grid_main):
    J = (coulomb @ D.ravel()).reshape(nao, nao)
    _, e_xc, v_xc = numint.nr_rks(mol, grid, "lda,vwn", D)
    energy = np.sum(h_core * D) + 0.5 * np.sum(J * D) + e_xc
    return h_core + J + v_xc, energy


def output_density(D, grid=grid_main):
    _, orbitals = eigh(fock_and_energy(D, grid)[0], overlap)
    filled = orbitals[:, :9]
    return (filled * occupations) @ filled.T


def residual(D, grid=grid_main):
    return output_density(D, grid) - D


def gram_matrix(residuals):
    vectors = np.array([R.ravel() for R in residuals])
    return vectors @ coulomb @ vectors.T


def norm(R):
    return np.sqrt(max(R.ravel() @ coulomb @ R.ravel(), 0.0))


def electrons(D):
    return np.sum(D * overlap)


guess = np.array(scf.hf.init_guess_by_minao(mol))
alpha = 0.3


def three_linear_steps(grid):
    D = output_density(guess, grid)
    densities, residuals = [], []
    for _ in range(3):
        R = residual(D, grid)
        densities.append(D)
        residuals.append(R)
        D = D + alpha * R
    return densities, residuals


densities, residuals = three_linear_steps(grid_main)
B = gram_matrix(residuals)
c, lam = pulay_coefficients(B)
R_bar = combine(c, residuals)
D_bar = combine(c, densities)

# effective potential is the derivative of the energy (finite difference)
h = 1e-3
slope = (fock_and_energy(densities[0] + h * residuals[0])[1]
         - fock_and_energy(densities[0] - h * residuals[0])[1]) / (2 * h)
slope_fock = np.sum(fock_and_energy(densities[0])[0] * residuals[0])
assert abs(slope - slope_fock) < 1e-5

# constrained minimum by least squares on explicit vectors, without B
w_eig, u_eig = np.linalg.eigh(coulomb)
root = np.sqrt(np.clip(w_eig, 0.0, None))
vecs = np.array([root * (u_eig.T @ R.ravel()) for R in residuals])
free = np.linalg.lstsq((vecs[1:] - vecs[0]).T, -vecs[0], rcond=None)[0]
c_direct = np.array([1.0 - free.sum(), free[0], free[1]])
norm_direct = np.linalg.norm(c_direct @ vecs)
assert np.allclose(c, c_direct, rtol=1e-5, atol=1e-5)
assert abs(norm_direct / np.sqrt(lam) - 1.0) < 1e-5

# multiplier, orthogonality and closed form
assert abs(norm(R_bar) ** 2 / lam - 1.0) < 1e-6
overlaps = np.array([R.ravel() @ coulomb @ R_bar.ravel() for R in residuals])
assert np.allclose(overlaps, lam, rtol=1e-6, atol=1e-10 * B[0, 0])
assert abs(1.0 / np.linalg.solve(B, np.ones(3)).sum() / lam - 1.0) < 1e-6
assert abs(electrons(D_bar) - mol.nelectron) < 1e-8

# two residuals: scalar formula against a direct line search
R_a, R_b = residuals[1], residuals[2]
diff = R_a - R_b
weight_b = (R_a.ravel() @ coulomb @ diff.ravel()) / norm(diff) ** 2
search = minimize_scalar(
    lambda w: (norm((1 - w) * R_a + w * R_b) / norm(R_b)) ** 2)
assert abs(search.x - weight_b) < 1e-4 * max(1.0, abs(weight_b))
norm_two = norm((1 - weight_b) * R_a + weight_b * R_b)

# another inner product: integral of R_i R_j over space
ao = numint.eval_ao(mol, grid_main.coords)
fields = np.array([np.sum((ao @ R) * ao, axis=1) for R in residuals])
c_l2, _ = pulay_coefficients((fields * grid_main.weights) @ fields.T)
norm_l2_choice = norm(combine(c_l2, residuals))
assert norm_l2_choice >= np.sqrt(lam) * (1 - 1e-8)

# finer integration grid
c_fine, _ = pulay_coefficients(gram_matrix(three_linear_steps(make_grid(4))[1]))


# ---------- full self-consistency runs ----------
def self_consistency(step, history, limit=150, tolerance=1e-6):
    D = densities[0]
    past_D, past_R = [], []
    for count in range(1, limit + 1):
        R = residual(D)
        if norm(R) < tolerance:
            return count, D, True
        past_D = (past_D + [D])[-history:]
        past_R = (past_R + [R])[-history:]
        weights, _ = pulay_coefficients(gram_matrix(past_R))
        D = combine(weights, past_D) + step * combine(weights, past_R)
    return limit, D, False


runs = {(s, m): self_consistency(s, m) for s in (0.3, 0.7) for m in (1, 5)}
assert runs[0.3, 1][2] and runs[0.3, 5][2]
assert runs[0.3, 5][0] < runs[0.3, 1][0]
D_star = runs[0.3, 5][1]
distance = norm(D_star - runs[0.3, 1][1])
assert distance < 2e-5
fock_star, energy_star = fock_and_energy(D_star)
levels = eigh(fock_star, overlap, eigvals_only=True)
assert np.ptp(levels[6:9]) < 1e-6 and levels[9] > levels[8] + 1e-3


# ---------- order of the error of the predicted residual ----------
def prediction_error(t, weights):
    pts = [D_star + t * (D - D_star) for D in densities]
    return norm(residual(combine(weights, pts))
                - combine(weights, [residual(D) for D in pts]))


err_8, err_16 = prediction_error(1 / 8, c), prediction_error(1 / 16, c)
assert 3.5 < err_8 / err_16 < 4.5
bad_8, bad_16 = (prediction_error(t, 0.9 * c) for t in (1 / 8, 1 / 16))
assert 0.8 < bad_8 / bad_16 < 1.25 and bad_16 > 100 * err_16

# ---------- printed numbers ----------
print("Al atom, LDA (Slater + VWN), def2-TZVP, basis functions:", nao)
print(f"electrons in combined density: {electrons(D_bar):.8f}")
print(f"mixing step alpha: {alpha}")
for i in range(3):
    print(f"B row {i + 1} (hartree):", " ".join(f"{x:.6e}" for x in B[i]))
for i in range(3):
    print(f"norm of R_{i + 1} (hartree^1/2): {norm(residuals[i]):.6e}")
print("coefficients c1 c2 c3:", " ".join(f"{x:.5f}" for x in c))
print("same, least squares without B:", " ".join(f"{x:.5f}" for x in c_direct))
print(f"sum of coefficients: {c.sum():.10f}")
print(f"lambda (hartree): {lam:.6e}")
print("<R_i, R_bar> (hartree):", " ".join(f"{x:.6e}" for x in overlaps))
print(f"predicted norm sqrt(lambda) (hartree^1/2): {np.sqrt(lam):.6e}")
print(f"true norm at combined density (hartree^1/2): {norm(residual(D_bar)):.6e}")
D_next = D_bar + alpha * R_bar
print(f"true norm after adding alpha*R_bar (hartree^1/2): {norm(residual(D_next)):.6e}")
D_lin = densities[2] + alpha * residuals[2]
print(f"true norm after a linear step (hartree^1/2): {norm(residual(D_lin)):.6e}")
print(f"R_2,R_3 only: weight of R_3: {weight_b:.5f}")
print(f"R_2,R_3 only: minimum norm (hartree^1/2): {norm_two:.6e}")
print("coefficients, integral-of-square metric:", " ".join(f"{x:.5f}" for x in c_l2))
print(f"their Coulomb norm (hartree^1/2): {norm_l2_choice:.6e}")
print("coefficients, finer grid:", " ".join(f"{x:.5f}" for x in c_fine))
print(f"prediction error, scale 1/8 (hartree^1/2): {err_8:.4e}")
print(f"prediction error, scale 1/16 (hartree^1/2): {err_16:.4e}")
print(f"ratio of these errors: {err_8 / err_16:.3f}")
print(f"error with coefficient sum 0.9, scale 1/8 (hartree^1/2): {bad_8:.4e}")
print(f"error with coefficient sum 0.9, scale 1/16 (hartree^1/2): {bad_16:.4e}")
print("convergence threshold on the norm: 1e-6 hartree^1/2; limit 150")
for (s, m), (count, _, done) in runs.items():
    name = "linear" if m == 1 else "Pulay, history 5"
    print(f"{name}, alpha {s}: evaluations {count}, converged {done}")
print(f"distance of the two alpha 0.3 solutions (hartree^1/2): {distance:.2e}")
print(f"total energy at this level (hartree): {energy_star:.6f}")
print("affine test, 3 dimensions, 3 points: bordered rank (of 4)")
print(f"  with alpha 0: {ranks[0.0]}; with alpha 0.3: {ranks[0.3]}")
print(f"affine test, 4 points: rank of B (of 4): {rank_gram_four}")
print(f"affine test, 4 points: bordered rank (of 5): {rank_bordered_four}")
print(f"affine test, 4 points: distance to fixed point: {affine_error:.1e}")
print("OK")
```

Running it gives:

```
Al atom, LDA (Slater + VWN), def2-TZVP, basis functions: 37
electrons in combined density: 13.00000000
mixing step alpha: 0.3
B row 1 (hartree): 4.268966e-03 2.113042e-03 1.045546e-03
B row 2 (hartree): 2.113042e-03 1.046701e-03 5.183846e-04
B row 3 (hartree): 1.045546e-03 5.183846e-04 2.570127e-04
norm of R_1 (hartree^1/2): 6.533732e-02
norm of R_2 (hartree^1/2): 3.235275e-02
norm of R_3 (hartree^1/2): 1.603161e-02
coefficients c1 c2 c3: 1.43113 -5.30089 4.86976
same, least squares without B: 1.43113 -5.30089 4.86976
sum of coefficients: 1.0000000000
lambda (hartree): 3.444165e-09
<R_i, R_bar> (hartree): 3.444165e-09 3.444165e-09 3.444165e-09
predicted norm sqrt(lambda) (hartree^1/2): 5.868701e-05
true norm at combined density (hartree^1/2): 7.689257e-05
true norm after adding alpha*R_bar (hartree^1/2): 6.270918e-05
true norm after a linear step (hartree^1/2): 7.960750e-03
R_2,R_3 only: weight of R_3: 1.97913
R_2,R_3 only: minimum norm (hartree^1/2): 1.047256e-03
coefficients, integral-of-square metric: 1.53995 -5.63192 5.09197
their Coulomb norm (hartree^1/2): 1.064291e-04
coefficients, finer grid: 1.43113 -5.30089 4.86976
prediction error, scale 1/8 (hartree^1/2): 7.5257e-07
prediction error, scale 1/16 (hartree^1/2): 1.8794e-07
ratio of these errors: 4.004
error with coefficient sum 0.9, scale 1/8 (hartree^1/2): 2.2213e+00
error with coefficient sum 0.9, scale 1/16 (hartree^1/2): 2.2213e+00
convergence threshold on the norm: 1e-6 hartree^1/2; limit 150
linear, alpha 0.3: evaluations 20, converged True
Pulay, history 5, alpha 0.3: evaluations 6, converged True
linear, alpha 0.7: evaluations 8, converged True
Pulay, history 5, alpha 0.7: evaluations 5, converged True
distance of the two alpha 0.3 solutions (hartree^1/2): 7.04e-07
total energy at this level (hartree): -241.304437
affine test, 3 dimensions, 3 points: bordered rank (of 4)
  with alpha 0: 3; with alpha 0.3: 4
affine test, 4 points: rank of B (of 4): 3
affine test, 4 points: bordered rank (of 5): 5
affine test, 4 points: distance to fixed point: 4.4e-14
OK
```
